\section*{Length and velocity couplings in the hydrogen 2s–2p quench line shape}

\section{The choice of coupling in a line fit}

\emph{Q.} I quench metastable hydrogen with a microwave field near the $2s$--$2p$ interval $\omega_0$ and fit the loss of $2s$ atoms against the frequency $\omega$ with a two-level model. With the coupling $\mathbf d\cdot\mathbf E$ I get a Lorentzian. With $\mathbf p\cdot\mathbf A$ I get the same curve times $(\omega_0/\omega)^2$, and the peak moves by more than 2 MHz. Which one goes into the fit?

\emph{A.} The $\mathbf d\cdot\mathbf E$ curve, provided the electric amplitude $E_0$ is what you hold fixed during the scan. The two couplings predict the same observables. The factor $(\omega_0/\omega)^2$, which is Lamb's problem, is an error of the two-level $\mathbf p\cdot\mathbf A$ model, and a complete $\mathbf p\cdot\mathbf A$ calculation removes it.

\section{The origin of the factor}

\emph{Q.} Where does the ratio come from?

\emph{A.} I use Hartree atomic units ($c=1/\alpha$), one spinless electron of charge $-1$, a fixed nucleus, and a field along $z$ that is uniform over the atom, with $E=-\dot A$. With $H=p^2/2+V(r)$ and a local $V$,
\begin{equation}
H_L=H+Ez,\qquad H_V=H+Ap_z+\tfrac12A^2 ,
\end{equation}
called the length ($L$) and velocity ($V$) forms. Eigenstates of $H$ are the bare states. Since $[p_z,z]=-i$ and $V$ commutes with $z$,
\begin{equation}
[H,z]=\tfrac12\left(p_z[p_z,z]+[p_z,z]p_z\right)=-ip_z=-\partial_z .
\end{equation}
Between eigenstates the left side is $(E_b-E_a)z_{ba}$, so
\begin{equation}
\langle b|\partial_z|a\rangle=(E_a-E_b)\,z_{ba}.
\label{hyper}
\end{equation}
Take one Fourier component, $A=A_+e^{i\omega t}$. Then $E_+=-i\omega A_+$, so $A_+=iE_+/\omega$ and $A_+p_z=(iE_+/\omega)(-i\partial_z)=E_+\partial_z/\omega$. The velocity vertex is the length vertex with $z\to\partial_z/\omega$, and by \eqref{hyper} their ratio is $(E_a-E_b)/\omega$. For $a=2s$, $b=2p$ and $\omega_0=E_{2s}-E_{2p}>0$ it is $\omega_0/\omega$ for the component $e^{i\omega t}$ (emission) and $-\omega_0/\omega$ for $e^{-i\omega t}$ (absorption). It equals one only when the step conserves energy.

The same ratio appears for vacuum modes. A mode in volume $\mathcal V$ has field $g=\sqrt{2\pi\omega/\mathcal V}$, the modes number $\mathcal V\omega^2d\omega\,d\Omega_k/(2\pi c)^3$ per polarization, and the polarization sum for a $z$ dipole gives $\int\sin^2\theta\,d\Omega_k=8\pi/3$. The golden rule yields
\begin{equation}
2\pi\,\frac{2\pi\omega}{\mathcal V}\,\frac{\mathcal V\omega^2}{(2\pi c)^3}\,\frac{8\pi}{3}\,z_{ba}^2=\tfrac43\alpha^3\omega^3z_{ba}^2 .
\label{golden}
\end{equation}
Off resonance the weight $\omega^3$ becomes $\omega^3(\omega_0/\omega)^2=\omega\omega_0^2$ with the velocity vertex. On resonance \eqref{golden} gives the $2p$ decay rate $\gamma=\tfrac43\alpha^3\omega_{21}^3z_{1s,2p}^2$, with $\omega_{21}=E_{2p}-E_{1s}$.

\emph{Q.} And in my quench rate?

\emph{A.} Set $E_{2s}=0$, give $2p$ the energy $-\omega_0-i\gamma/2$, write $d=z_{2p,2s}$, and take $E=E_0\cos\omega t$ weak enough that $c_{2s}\approx1$. Then
\begin{equation}
i\dot c_{2p}=(-\omega_0-i\gamma/2)\,c_{2p}+\tfrac12E_0d\,(e^{i\omega t}+e^{-i\omega t}).
\end{equation}
Insert $c_{2p}=a_+e^{i\omega t}+a_-e^{-i\omega t}$. Matching exponentials gives $\mp\omega a_\pm=(-\omega_0-i\gamma/2)a_\pm+E_0d/2$, hence $a_\pm=(E_0d/2)/(\omega_0\mp\omega+i\gamma/2)$. The norm falls at the rate $\gamma|c_{2p}|^2$, and the cross term of $a_+$ and $a_-$ oscillates at $2\omega$ and averages out:
\begin{equation}
\Gamma_L=\Big(\frac{E_0d}{2}\Big)^2\gamma\left[\frac1{(\omega-\omega_0)^2+\gamma^2/4}+\frac1{(\omega+\omega_0)^2+\gamma^2/4}\right].
\label{GL}
\end{equation}
The naive velocity model keeps the same two energies and multiplies the driving terms by $\pm\omega_0/\omega$ (the number $A^2/2$ only adds a common phase), so $\Gamma_{\rm naive}=(\omega_0/\omega)^2\Gamma_L$. For its peak keep the first term of \eqref{GL}, put $\delta=\omega-\omega_0$, and set the logarithmic derivative to zero:
\begin{equation}
-\frac2\omega-\frac{2\delta}{\delta^2+\gamma^2/4}=0\quad\Rightarrow\quad\delta=-\frac{\gamma^2/4+2\delta^2}{\omega_0}\approx-\frac{\gamma^2}{4\omega_0}.
\label{shift}
\end{equation}
The slow limit shows which model is wrong. A static field $E$ gives $c_{2p}=Ed/(\omega_0+i\gamma/2)$ and the rate $\gamma E^2d^2/(\omega_0^2+\gamma^2/4)$; equation \eqref{GL} tends to this with $E^2\to E_0^2/2$ as $\omega\to0$. The naive rate diverges as $\omega^{-2}$, and it predicts quenching by a constant $A$, which is no field at all.

\section{Bare states while the field is on}

\emph{Q.} Both Hamiltonians describe the same field. How can either mislead?

\emph{A.} Both are right; the labels of the states differ. Let $U=e^{-iAz}$. Acting on any function $\chi$, $Up_zU^{-1}\chi=e^{-iAz}(-i\partial_z)(e^{iAz}\chi)=(p_z+A)\chi$, so $H_V=UHU^{-1}$. Put $\psi_V=U\psi_L$ into $i\dot\psi_V=H_V\psi_V$ and use $\dot U=-i\dot AzU$:
\begin{equation}
i\dot\psi_L=\left(U^{-1}H_VU-iU^{-1}\dot U\right)\psi_L=(H-\dot Az)\psi_L=(H+Ez)\psi_L .
\end{equation}
In the $V$ form the mechanical velocity is $p_z+A$, the atomic energy operator is $UHU^{-1}$, and the physical levels are $U|n\rangle$. A bare $|n\rangle$ is a physical level only when $A=0$.

First-order theory shows the same thing. With $\omega_{ba}=E_b-E_a$, $A(0)=0$ and no damping, integrate the interaction-picture amplitude by parts:
\begin{align}
c_b^L(t)&=-iz_{ba}\int_0^t(-\dot A)\,e^{i\omega_{ba}t'}dt'\nonumber\\
&=iz_{ba}A(t)e^{i\omega_{ba}t}+\omega_{ba}z_{ba}\int_0^tA\,e^{i\omega_{ba}t'}dt' .
\end{align}
The velocity amplitude is $c_b^V=-i\int A\,(-i)\langle b|\partial_z|a\rangle e^{i\omega_{ba}t'}dt'=\omega_{ba}z_{ba}\int A\,e^{i\omega_{ba}t'}dt'$ by \eqref{hyper}. Therefore
\begin{equation}
c_b^V(t)=c_b^L(t)-iA(t)\,z_{ba}\,e^{i\omega_{ba}t},
\label{byparts}
\end{equation}
which is $U\approx1-iAz$. After a pulse with $\int E\,dt=0$, $A$ is zero again and the amplitudes agree; otherwise one must project on $U|n\rangle$. The naive model drains probability during the pulse in proportion to $|c^V_{2p}|^2$, which includes the piece $-iAd$ that belongs to the physical $2s$ state.

\section{The complete amplitude}

\emph{Q.} I detect Lyman-$\alpha$ photons or missing atoms. Can you compute that process directly with $\mathbf p\cdot\mathbf A$?

\emph{A.} The process is $2s\to1s+\omega+\omega'$, with $\omega+\omega'=\Omega=E_{2s}-E_{1s}$; microwave absorption is $\omega\to-\omega$. Only the $z$ component of the optical polarization contributes, because $\langle1s|xGz|2s\rangle=0$ for a rotationally invariant propagator $G$. Ignore the width for now. With $x_n=E_{2s}-E_n$, the second-order amplitude is $E_+E'_+M$, and the two orders of emission give
\begin{align}
M_L&=\sum_nz_{1n}z_{n2}\,B_n,\qquad B_n=\frac1{x_n-\omega}+\frac1{x_n-\omega'},\\
M_V&=\sum_n\frac{\langle1|\partial_z|n\rangle\langle n|\partial_z|2\rangle}{\omega\omega'}B_n-\frac{\langle1|2\rangle}{\omega\omega'} ,
\end{align}
where $1$ and $2$ stand for $1s$ and $2s$, and $n$ runs over all $p$ states, continuum included. The last term is the cross term $A_+A'_+=(iE_+/\omega)(iE'_+/\omega')$ of $A^2/2$. By \eqref{hyper}, $\langle n|\partial_z|2\rangle=x_nz_{n2}$ and $\langle1|\partial_z|n\rangle=(E_n-E_{1s})z_{1n}=(\Omega-x_n)z_{1n}$. Expanding $(x-\omega)(x-\omega')=x^2-\Omega x+\omega\omega'$ shows that
\begin{equation}
x(\Omega-x)-\omega\omega'=-(x-\omega)(x-\omega').
\label{ident}
\end{equation}
Multiplied by $B_n$ this is $-[(x_n-\omega')+(x_n-\omega)]=\Omega-2x_n=2E_n-E_{1s}-E_{2s}$. Now $[z,[H,z]]=2zHz-z^2H-Hz^2$, whose matrix element, with $\sum_n|n\rangle\langle n|$ inserted, is $\sum_nz_{1n}z_{n2}(2E_n-E_{1s}-E_{2s})$. Also $[z,[H,z]]=[z,-\partial_z]=1$. Hence
\begin{equation}
\omega\omega'(M_V-M_L)=\langle1|[z,[H,z]]|2\rangle-\langle1|2\rangle=0,
\end{equation}
and here each term vanishes separately by orthogonality. The proof needs overall energy conservation and the complete sum.

\emph{Q.} But the $2p$ term has a denominator a million times smaller than the others. Why does it not decide everything?

\emph{A.} It does in the $L$ form. With $D=z_{1s,2p}d$ and $x_{2p}=\omega_0$, the resonant terms (microwave first, through $2p$) are
\begin{equation}
R_L=\frac D{\omega_0-\omega},\qquad R_V=\frac{\omega_0}{\omega}\,\frac{\omega_{21}}{\omega'}\,R_L,
\end{equation}
since $\Omega-\omega_0=\omega_{21}$. The optical factor is harmless, because $\omega_{21}/\omega'-1=(\omega-\omega_0)/\omega'$. All other terms of $M_L$ have denominators of atomic size and add up to only about $-9$. The other terms of $M_V$ carry the prefactor $1/\omega$, which is $|\omega_0-\omega|/\omega$ times the resonant factor $1/|\omega_0-\omega|$ and so can be neglected only close to $\omega_0$. Neglect $\omega$ against atomic energies in their denominators. For microwave first and $n\neq2p$, $x_n/(x_n-\omega)\approx1$. For the optical photon first, $x_n-\omega'=\omega-(\Omega-x_n)\approx-(\Omega-x_n)$. Then
\begin{align}
\omega\omega'(M_V-R_V)&\approx\sum_{n\neq2p}z_{1n}z_{n2}(\Omega-x_n)-\sum_nz_{1n}z_{n2}\,x_n\nonumber\\
&=\sum_nz_{1n}z_{n2}(\Omega-2x_n)-D\,\omega_{21}=-D\,\omega_{21},
\end{align}
by the sum rule just proved. The background is $-D/\omega$, and
\begin{equation}
\frac{\omega_0}{\omega}\frac D{\omega_0-\omega}-\frac D\omega=\frac{D\,[\omega_0-(\omega_0-\omega)]}{\omega(\omega_0-\omega)}=\frac D{\omega_0-\omega}.
\end{equation}
Away from the line centre, truncation to $2p$ is safe in $L$ only. For the rate, each microwave component has $E_+=E_0/2$, and $(E_0/2)M$ takes the place of $z_{ba}$ in \eqref{golden}. The two signs of $\omega$ lead to different photon energies and add as rates, $\Gamma=(E_0/2)^2\tfrac43\alpha^3\sum_\pm\omega'^3M^2$. With $M=D/(\omega_0\mp\omega)$ and $\omega'\approx\omega_{21}$ this is \eqref{GL} for $|\omega-\omega_0|\gg\gamma$.

\section{The width}

\emph{Q.} My data lie within a few $\gamma$ of the centre. Do I add the background and put $i\gamma/2$ in the denominator?

\emph{A.} That is almost right. Let $x=\omega_0+i\gamma/2$. Your recipe gives
\begin{equation}
\frac{\omega_0}{\omega(x-\omega)}-\frac1\omega=\frac{\omega_0-x+\omega}{\omega(x-\omega)}=\frac{1-i\gamma/2\omega}{x-\omega},
\end{equation}
so the rate keeps a spurious factor $1+\gamma^2/4\omega^2$. The vertex must change as well. Couple the optical vacuum modes by $\mathbf r\cdot\mathbf E_{\rm vac}$. Eliminating them gives the self-energy operator
\begin{equation}
\Sigma=\sum_kg_k^2\,(\mathbf e_k\cdot\mathbf r)\,\frac1{\mathcal E-\omega_k-H+i0}\,(\mathbf e_k\cdot\mathbf r),
\end{equation}
at total energy $\mathcal E\approx E_{2p}$. The $1s$ pole contributes $-i\pi\delta(\mathcal E-\omega_k-E_{1s})$, and the mode sum is half of \eqref{golden}, so $\mathrm{Im}\langle2p|\Sigma|2p\rangle=-\gamma/2$. In the $L$ form the state has $np$ admixtures $E_0z_{n2}/x_n$ that are negligible beside $a_\pm$, the term $Ez$ hardly perturbs the intermediate $1s$, and $\langle1s|\mathbf r|2s\rangle=0$ leaves $2s$ without an optical width. The decay is therefore $-(i\gamma/2)P$ with $P=|2p\rangle\langle2p|$. In the $V$ form the intermediate propagator is $U(t)G_L(t,t')U^{-1}(t')$, because $\psi_V=U\psi_L$ at each time, and $U$ commutes with $\mathbf r$. The vacuum modes correlate $t$ and $t'$ only over an optical period, during which $A$ changes by the fraction $\omega/\Omega$, so $U(t')\approx U(t)$ and $\Sigma_V=U\Sigma U^{-1}$. Decay acts on $U|2p\rangle$.

With $H_{\rm eff}=H-(i\gamma/2)P$, expand $UH_{\rm eff}U^{-1}=H_{\rm eff}-iA[z,H_{\rm eff}]+O(A^2)$. The $2p,2s$ element is $-iAd\,[E_{2s}-(E_{2p}-i\gamma/2)]=-iAdx$, which for $A_+=iE_+/\omega$ is $E_+dx/\omega$. The bare amplitude is $a_+^V=E_+d\,x/[\omega(x-\omega)]$. The amplitude that decays is $\langle2p|U^{-1}|\psi_V\rangle=a_+^V+iA_+d$, with $iA_+d=-E_+d/\omega$:
\begin{equation}
E_+d\left[\frac{x}{\omega(x-\omega)}-\frac1\omega\right]=\frac{E_+d}{x-\omega}=a_+ .
\end{equation}
The $-1/\omega$ is the background of the previous section seen from the time-dependent side. Adding more $p$ levels to the naive model while leaving the decay on the bare $2p$ state does not cure it, since to lowest order in the field they leave the bare $2p$ amplitude unchanged. In the next order they lower $2s$ by about half the mean of $A^2$. Without the $s$ and $d$ levels that lower $2p$ equally, this reduces the $2s$--$2p$ interval by $E_0^2/4\omega^2$ on average, which at 50 V/m and $\omega=\omega_0$ is $0.57\,\omega_0$ at the pulse maximum.

\emph{Q.} What does the spinless model leave out?

\emph{A.} For a pure Coulomb $H$ the levels are degenerate and \eqref{hyper} gives $\langle2p|p_z|2s\rangle=0$. The real $\omega_0$ is radiative. Its largest part comes from vacuum photons far above the atomic energies and acts nearly as a contact potential at the nucleus. Such a local term, like the smaller vacuum polarization, commutes with $z$ and enters through \eqref{hyper}. The remainder, which does not commute with $z$, changes the velocity vertex through the transformation by $U$, as $i\gamma/2$ did. Evaluating $p_z$ with Coulomb functions would give no resonance at all. The example imitates the shift by a local potential $\lambda e^{-2r}$. With $u_{2s}^2=\tfrac12r^2(1-r/2)^2e^{-r}$, $u_{2p}^2=r^4e^{-r}/24$ and $\int_0^\infty r^ne^{-3r}dr=n!/3^{n+1}$, the first-order shifts are $\tfrac\lambda2(\tfrac2{27}-\tfrac6{81}+\tfrac6{243})=\tfrac{3\lambda}{243}$ and $\tfrac\lambda{243}$, so $\omega_0=2\lambda/243$. With spin, the $2p_{1/2}$ state holds the $m=0$ orbital with weight $1/3$, so $d^2$ falls by a factor 3, while $2p_{3/2}$ and hyperfine structure add further terms. The transformation by $U$ still holds, but the $p^4$ and spin-orbit terms of the fine structure do not commute with $z$, so in the $V$ form $\mathbf p$ must be replaced by $\mathbf p+\mathbf A$ in them too. This is not a small matter: between $2s_{1/2}$ and $2p_{1/2}$ the spin-orbit part of $[H,z]$ vanishes, but the $p^4$ part gives $\alpha^2\langle2p|r^{-1}\partial_z|2s\rangle=-\alpha^2/24$ (apart from the spin factor common to all these elements), which is 4.6 times $\omega_0d$. The element of $p_z$ alone is then no longer given by \eqref{hyper}. Equation \eqref{GL} itself fails when $E_0|d|$ approaches $\gamma/2$ near resonance (saturation) or when the transit time is not long compared with $1/\gamma$. If $E_0$ drifts with $\omega$ in your apparatus, the resulting skew is real.

\section{Numbers}

\emph{Q.} How large is all this for my conditions?

\emph{A.} Choose $\omega_0/2\pi=1060$ MHz (a chosen value; the hydrogen interval is about $1.1$ GHz), $E_0=50$ V/m $=9.72345\times10^{-11}$ a.u., and a pulse $A=-(E_0/\omega)f\sin\omega t$ with $f=\sin^2(\pi t/T)$ and $T=300$ ns. Then $\omega_0=1.61102\times10^{-7}$ and $\lambda=121.5\,\omega_0=1.95739\times10^{-5}$. Diagonalization gives $d=-3.00000$, $z_{1s,2p}=0.74494$, $D=-2.23482$, $\omega_{21}=0.374998$ and $\gamma=1.51622\times10^{-8}=6.2683\times10^8\ \mathrm{s^{-1}}=2\pi\times99.76$ MHz. Explicit differentiation gives $\langle2p|\partial_z|2s\rangle=-4.83307\times10^{-7}$, equal to $\omega_0d$.

At $\omega=0.7\omega_0$, $R_L=-2.23482/(0.3\times1.61102\times10^{-7})=-4.624\times10^7$, and the rest of $M_L$ is $-8.939$. In the $V$ form $R_V=-6.60575\times10^7$ (ratio $1.42857=1/0.7$) and the background is $+1.98172\times10^7=-D/\omega$; their sum, $-4.62403\times10^7$, is $M_L$. At $1.3\omega_0$ the two add, $3.55694\times10^7+1.06708\times10^7=4.62402\times10^7$. For absorption at $0.7\omega_0$ the resonant $V$ term, $+1.16572\times10^7$, has the sign opposite to the total, $-8.16005\times10^6$. The rate from the full $M_V$ at $0.7\omega_0$ is $5.8863\times10^3\ \mathrm{s^{-1}}$, the same as \eqref{GL} with the width dropped from the denominators.

With the width, $a=E_0|d|/2=1.4585\times10^{-10}$, $(a/\omega_0)^2=8.196\times10^{-7}$ and $\gamma^2/4\omega_0^2=0.00221$, so
\begin{align}
\Gamma_L(0.7\omega_0)&=6.2683\times10^8\times8.196\times10^{-7}\Big[\frac1{0.09221}+\frac1{2.89221}\Big]\nonumber\\
&=5.749\times10^3\ \mathrm{s^{-1}},
\end{align}
against $1.1733\times10^4\ \mathrm{s^{-1}}$ for the naive model. For slow switching the survival probability obeys $\dot P_{2s}=-\Gamma f^2P_{2s}$, and the mean of $\sin^4$ is $3/8$, so $-\ln P_{2s}=\Gamma\times112.5$ ns. Direct propagation gives
\begin{center}
\begin{tabular}{ccccc}
$\omega/\omega_0$ & formula & $L$ and correct $V$ & naive & naive$/L$\\
0.7 & $6.46775\times10^{-4}$ & $6.46868\times10^{-4}$ & $1.32002\times10^{-3}$ & 2.04063\\
1.0 & $2.61156\times10^{-2}$ & $2.60840\times10^{-2}$ & $2.60839\times10^{-2}$ & 1.00000\\
1.3 & $6.37712\times10^{-4}$ & $6.37748\times10^{-4}$ & $3.77380\times10^{-4}$ & 0.59174
\end{tabular}
\end{center}
The last column is to be compared with $(\omega_0/\omega)^2=2.04082$, $1$ and $0.59172$. On resonance the propagated loss lies $0.12\%$ below the formula. The pulse has spectral variance $\sigma^2=\int\dot f^2dt/\int f^2dt=\tfrac43(\pi/T)^2$, and averaging the Lorentzian top over it lowers the rate by the fraction $4\sigma^2/\gamma^2=16\pi^2/[3(\gamma T)^2]=0.15\%$ with $\gamma T=188$; the next order in the field acts the other way. On resonance, keeping only the co-rotating term, the $2s$ eigenvalue $-i\Gamma/2$ of the matrix with diagonal $0,\,-i\gamma/2$ and off-diagonal $a$ obeys $\Gamma(\gamma-\Gamma)=4a^2$, so $\Gamma\approx(4a^2/\gamma)[1+(2a/\gamma)^2]$. The correction is $0.037\%$ at the pulse maximum and, weighted by $\langle\sin^8\rangle/\langle\sin^4\rangle=35/48$, $0.027\%$ over the pulse, which leaves a net $0.12\%$.

The naive peak lies at $-2.360$ MHz. The leading estimate in \eqref{shift} is $-99.76^2/(4\times1060)=-2.347$ MHz, the term $2\delta^2/\omega_0$ adds $-0.010$ MHz, and the counter-rotating term supplies the rest. The peak of $\Gamma_L$ moves by $-0.0006$ MHz. The ratio of rates at $\omega_0-\gamma/2$ and $\omega_0+\gamma/2$ is $1.0001$ for $\Gamma_L$, and $1.0001\times(1109.88/1010.12)^2=1.2074$ for the naive line. The half-corrected recipe would exceed $\Gamma_L$ by the fractions $\gamma^2/4\omega^2=$ $0.00452$, $0.00221$ and $0.00131$ at the three frequencies.

At mid-pulse and $0.7\omega_0$ the bare $2p$ populations in the two correct calculations are $6.3879\times10^{-6}$ ($L$) and $2.4444\times10^{-5}$ ($V$). Their ratio, 3.8, is not $(\omega_0/\omega)^2$, because an instantaneous population contains the interference of $a_+$ and $a_-$, whose relative sign is reversed in $V$. With $a_\pm^V=\pm(x/\omega)a_\pm$, the two amplitudes share the factor $E_0d/(x^2-\omega^2)$ and are proportional to $x\cos\omega t+i\omega\sin\omega t$ ($L$) and $x\cos\omega t+i(x^2/\omega)\sin\omega t$ ($V$). The ratio is 1 whenever $A=0$ and $|x/\omega|^4$ at the extrema of $A$, while the cycle-averaged populations are in the ratio $|x/\omega|^2$. At $0.7\omega_0$ these are $4.2$ and $2.05$, and the mid-pulse phase $\omega t=2\pi\times111.3$ gives $3.8$; for $\omega>|x|$ the ratio at the extrema lies below the average.

\emph{Q.} What does the numerical check below establish independently?

\emph{A.} It diagonalizes $H$ in a Laguerre basis and takes $\partial_z$ elements from explicit derivatives, so \eqref{hyper} is tested and not assumed, including its vanishing for the Coulomb case. It sums $M_L$ and $M_V$ over all $p$ pseudostates at four microwave settings and at $\omega=0.1$ hartree, where both give $21.49518177$. It verifies \eqref{byparts} by quadrature, and symbolically the product of \eqref{ident} with $B_n$ and the two width identities. It propagates the two-level $L$, correct $V$ and naive $V$ models through the pulse and compares the losses with \eqref{GL}, and it locates the peaks by maximization. The step $\Sigma_V=U\Sigma U^{-1}$ enters the correct $V$ propagation as input; it rests on the argument given above and, off resonance, on the agreement of the complete amplitudes.

\section*{Computed results}
\begin{verbatim}
lambda = 1.95739e-05 Eh; E0 = 50 V/m = 9.72345e-11 au; T = 300 ns = 1.24024e+10 au
w0 = 1.61102e-07 Eh = 1060.00 MHz; Omega = 0.374998 Eh; w_2p1s = 0.374998 Eh
d = -3.00000 a0; z_1s2p = 0.74494 a0; D = -2.23482 a0^2
<2p|d/dz|2s> = -4.83307e-07 1/a0; w0*d = -4.83307e-07; pure Coulomb: below 1e-10
gamma = 1.51622e-08 Eh = 6.2683e+08 1/s = 2pi*99.76 MHz
gamma/w0 = 0.09412; E0|d|/2 = 1.4585e-10 Eh
optical check w=0.1 Eh: M_L = 21.49518177, M_V = 21.49518177 a0^2/Eh
w/w0=+0.7: M_L=-4.62403e+07 M_V=-4.62403e+07 resV=-6.60575e+07 a0^2/Eh
   bgV=1.98172e+07 -D/w=1.98172e+07 bgL=-8.939 a0^2/Eh; resV/resL=1.42857
w/w0=+1.3: M_L=4.62402e+07 M_V=4.62402e+07 resV=3.55694e+07 a0^2/Eh
   bgV=1.06708e+07 -D/w=1.06708e+07 bgL=-8.939 a0^2/Eh; resV/resL=0.76923
w/w0=-0.7: M_L=-8.16005e+06 M_V=-8.16005e+06 resV=1.16572e+07 a0^2/Eh
   bgV=-1.98172e+07 -D/w=-1.98172e+07 bgL=-8.939 a0^2/Eh; resV/resL=-1.42857
w/w0=-1.3: M_L=-6.03135e+06 M_V=-6.03135e+06 resV=4.63949e+06 a0^2/Eh
   bgV=-1.06708e+07 -D/w=-1.06708e+07 bgL=-8.939 a0^2/Eh; resV/resL=-0.76923
w_2p1s/w' - 1 at w=0.7w0: -1.289e-07
w/w0=0.7: full-V rate 5.8863e+03 1/s; L rate, no width 5.8863e+03 1/s
w/w0=1.3: full-V rate 5.8057e+03 1/s; L rate, no width 5.8057e+03 1/s
mid-pulse, w=0.7w0: |cL|=2.60652e-03 |cV|=4.94645e-03 |A d|=2.45945e-03
mid-pulse with decay: bare 2p population L 6.3879e-06, V 2.4444e-05
effective time 3T/8 = 112.5 ns
w/w0=0.7 (742.0 MHz): Gamma_L=5.7491e+03, naive=1.1733e+04 1/s
   -lnP: L 6.46868e-04 V 6.46868e-04 naive 1.32002e-03 formula 6.46775e-04
   naive/L = 2.04063; (w0/w)^2 = 2.04082; gamma^2/4w^2 = 0.00452
w/w0=1.0 (1060.0 MHz): Gamma_L=2.3214e+05, naive=2.3214e+05 1/s
   -lnP: L 2.60840e-02 V 2.60840e-02 naive 2.60839e-02 formula 2.61156e-02
   naive/L = 1.00000; (w0/w)^2 = 1.00000; gamma^2/4w^2 = 0.00221
w/w0=1.3 (1378.0 MHz): Gamma_L=5.6686e+03, naive=3.3542e+03 1/s
   -lnP: L 6.37748e-04 V 6.37748e-04 naive 3.77380e-04 formula 6.37712e-04
   naive/L = 0.59174; (w0/w)^2 = 0.59172; gamma^2/4w^2 = 0.00131
naive peak shift -2.360 MHz; -gamma^2/4w0 = -2.347 MHz
length-gauge peak shift -0.0006 MHz
rate(w0-gamma/2)/rate(w0+gamma/2): L 1.0001, naive 1.2074
\end{verbatim}
